Thermodynamic factor of an fcc alloy from its short-range order

**Problem**

A binary substitutional alloy A-B occupies an fcc lattice. In equilibrium its Warren-Cowley parameters are α₁ = −0.05 in the first neighbour shell, α₂ = 0.04 in the second, and zero in all others. They are defined by

α_R = 1 − P(A at R | B at 0)/(1 − c),

where c is the atomic fraction of B and P(A at R | B at 0) is the probability of finding A at the lattice vector R from a B atom.

(a) Show how the thermodynamic factor

Φ = [c(1 − c)/kT] d²g/dc²,

with g the free energy per site, follows from the α_R.

(b) Evaluate Φ for the given parameters.

(c) Decide whether such a set can exist, and find the wavevector at which the diffuse scattering is strongest.

(d) Take c = 0.20 and T = 1273 K, with tracer diffusivities 1.0×10⁻¹¹ cm²/s for B and 5.0×10⁻¹² cm²/s for A. Find the interdiffusion coefficient and the diffusion length after 100 h.

(e) Estimate how far Φ moves when the assumptions are relaxed.

The alloy is a single stable phase with very few vacancies, and the α_R belong to the temperature at which Φ is wanted.

**Solution**

**(a) From pair probabilities to the free energy**

Let n_i = 1 if site i holds B and n_i = 0 if it holds A, so that ⟨n_i⟩ = c. The definition of α_R gives

P(A at R | B at 0) = (1 − c)(1 − α_R).

A site not occupied by A is occupied by B, so

P(B at R | B at 0) = 1 − (1 − c)(1 − α_R) = c + (1 − c)α_R.

Multiplying by the probability c that the origin holds B gives the joint probability, which is the mean of n₀n_R:

⟨n₀n_R⟩ = c² + c(1 − c)α_R.

The covariance is therefore

⟨n₀n_R⟩ − c² = c(1 − c)α_R.  (1)

At R = 0 a site that holds B cannot hold A, so the definition gives α₀ = 1. Equation (1) then reads ⟨n₀²⟩ − c² = c(1 − c), which is correct because n₀² = n₀. The origin thus belongs to the set of parameters and has the value 1.

To connect these correlations with the free energy, let N sites exchange atoms with a large reservoir. Replacing an A atom by a B atom changes the free energy by μ = μ_B − μ_A. Let E be the energy of an arrangement of atoms, with vibrations and local relaxations already averaged into it. The partition function is

Ξ = Σ exp[−(E − μN_B)/kT],

where the sum runs over all arrangements and N_B = Σ_i n_i. Its first two derivatives are

kT ∂lnΞ/∂μ = ⟨N_B⟩,

(kT)² ∂²lnΞ/∂μ² = ⟨N_B²⟩ − ⟨N_B⟩².

Differentiating the first line once more and comparing it with the second gives

kT ∂⟨N_B⟩/∂μ = ⟨N_B²⟩ − ⟨N_B⟩².

The right side is the sum of the covariances of all pairs of sites, including each site with itself. All sites are equivalent, so the double sum is N times the sum around one site. With ⟨N_B⟩ = Nc and equation (1),

kT dc/dμ = c(1 − c) Σ_R α_R.  (2)

The free energy per site at given composition is the Legendre transform

g = −(kT/N) lnΞ + μc.

Its derivative is

dg/dc = −(kT/N)(∂lnΞ/∂μ)(dμ/dc) + μ + c dμ/dc = μ,

because the first term equals −c dμ/dc and cancels the last. Hence d²g/dc² = dμ/dc, and equation (2) gives

Φ = [c(1 − c)/kT] dμ/dc = 1/Σ_R α_R.  (3)

This is a zero-wavevector sum because the Fourier transform α(k) = Σ_R α_R cos(k·R) reduces to it at k = 0. In a scattering measurement it is the limit as k → 0 of the diffuse intensity due to short-range order, in units of the intensity of a random alloy and without the forward Bragg peak, apart from the effect of coherency strain discussed in part (e).

The same Φ appears in the activity coefficient γ_B. At constant temperature and pressure the Gibbs-Duhem relation is

(1 − c)dμ_A + c dμ_B = 0,

so that dμ_A = −c dμ_B/(1 − c) and

dμ = dμ_B − dμ_A = dμ_B/(1 − c).

Inserting this in (3) and writing μ_B = μ_B° + kT ln(γ_B c) gives

Φ = (c/kT) dμ_B/dc = 1 + d lnγ_B/d ln c.  (4)

The sum must be that of an open and large system. If N_B is held fixed, Σ_j n_j does not fluctuate, its covariance with any n_i vanishes, and the full sum of α_R is zero. A random alloy shows how this happens. Its N − 1 other sites share a total of −1 equally, so each has α_R = −1/(N − 1). In a large box this offset is invisible shell by shell, yet it cancels the whole sum. For a simulation at fixed composition, the box must therefore be made large before the range of the sum is extended.

**(b) The sum over shells**

In units of a/2, with a the cubic lattice parameter, fcc lattice vectors have integer components whose sum is even. The nearest ones are (±1, ±1, 0) and its permutations: three positions for the zero and four sign choices make 12. The second shell, (±2, 0, 0) and permutations, has 6 members. Therefore

Σ_R α_R = 1 + 12(−0.05) + 6(0.04) = 1 − 0.60 + 0.24 = 0.64,

Φ = 1/0.64 = 1.5625 ≈ 1.56.

The composition does not enter once the α_R are given. In a real alloy the α_R themselves depend on c and T, and Φ depends on both through them.

The sum can be read as a count of atoms. By the conditional probability above, a site at R from a B atom holds on average (1 − c)α_R more B than a random site does. For c = 0.20, the first shell contains 12 × 0.8 × 0.05 = 0.48 fewer B atoms than in a random alloy, and the second contains 6 × 0.8 × 0.04 = 0.19 more. The central atom is itself an excess of 0.8. The total excess is 0.8 − 0.48 + 0.19 = 0.51, which is 0.64 of the random value. Each B atom is partly screened by a shell poor in B, so the composition of a large region fluctuates less than in a random alloy. The variance is 0.64 of its value in a random alloy, and the root-mean-square fluctuation is 0.8 of its value there. Smaller fluctuations mean a stiffer free energy, and therefore a larger Φ.

The limits follow from (3). A random alloy has Σα = 1 and Φ = 1. If the sum grows without bound, Φ falls to zero; the restoring force against a long-wave change of composition then disappears. A stable single phase reaches this limit only at a critical point of unmixing. Elsewhere it separates first, and Φ = 0 marks the spinodal of the free energy continued into the two-phase region. If the sum tends to zero, Φ diverges, as it does when nearly perfect order locks the composition at a stoichiometric value. Away from such a composition, strong order need not make Φ diverge.

A negative α₁ alone does not ensure Φ > 1. With α₁ = −0.05 and two shells, a second-shell value above 0.10 would make 6α₂ larger than 0.60 and bring Φ below 1.

A small cell shows both signs of the effect for explicit interactions. Take 16 sites, with 2, 2 and 4 repeats along the primitive fcc vectors and periodic boundaries, and sum over all 2¹⁶ arrangements with μ chosen to give c = 0.20. In so small a cell two sites can be neighbours through more than one periodic image, and each such contact is counted as a separate pair. If a B-B pair costs 0.30 kT in the first shell and gains 0.10 kT in the second, Φ is 1.48. If instead a first-shell B-B pair gains 0.15 kT and there is no second-shell interaction, Φ is 0.71. In the first case the first-shell repulsion outweighs the second-shell attraction and Φ exceeds 1; in the second, attraction alone brings Φ below 1. These values belong to the small cell and are not estimates for a large crystal.

**(c) Can this set of parameters exist?**

The quantity c(1 − c)α(k) is the mean square of a Fourier amplitude of the composition, divided by N. It cannot be negative, so α(k) ≥ 0 is required at every k.

Write x, y, z for the cosines of k_x a/2, k_y a/2, k_z a/2. The four vectors (±1, ±1, 0) contribute 4xy, and the whole first shell contributes 4(xy + yz + zx). The pair (±2, 0, 0) contributes 2cos(k_x a) = 4x² − 2, and the second shell contributes 4(x² + y² + z²) − 6. With q = xy + yz + zx and s = x² + y² + z²,

α(k) = 1 − 0.05(4q) + 0.04(4s − 6) = 0.76 − 0.20q + 0.16s.

Since s − q = ½[(x − y)² + (y − z)² + (z − x)²] ≥ 0, we have q ≤ s, and since each cosine lies between −1 and 1, s ≤ 3. Thus

α(k) ≥ 0.76 − 0.04s ≥ 0.64.

The bound is reached at k = 0, where x = y = z = 1. The required positivity holds.

For the maximum, α(k) is a convex parabola in each cosine when the other two are held fixed, with coefficient 0.16 on the square. It is therefore largest when every cosine is +1 or −1. Then s = 3, and q is 3 if all signs agree and −1 if one differs. The second choice gives

α(k) = 0.76 + 0.20 + 0.48 = 1.44.

One such point is k = (2π/a)(1, 0, 0), the X point. Composition waves near X are thus enhanced while long waves are suppressed. Not every short wave is enhanced: at the L point, k = (π/a)(1, 1, 1), all three cosines vanish and α(k) = 0.76.

The pair probabilities must not be negative either. For two neighbouring B atoms this requires c + (1 − c)α₁ ≥ 0, so c must be at least about 0.048. The same condition for two A atoms requires c to be at most about 0.952. Outside this range the set cannot exist.

These conditions are necessary, but they do not by themselves show that a field restricted to the values 0 and 1 can have these correlations. For c = 0.20 an explicit construction settles the question. Put a standard Gaussian variable h_i on each site, and place B where h_i > t, with t chosen so that this happens with probability c. Let ρ be the correlation of two such variables. Their joint density f obeys ∂f/∂ρ = ∂²f/∂h∂h′. Integrating over h > t and h′ > t shows that the probability of two B atoms grows with ρ at the rate f(t, t). Since it equals c² at ρ = 0,

c(1 − c)α = ∫₀^ρ exp[−t²/(1 + r)]/[2π√(1 − r²)] dr.

Zero ρ gives zero α, so shells beyond the second remain uncorrelated. Solving the equation numerically for the other two gives ρ₁ = −0.106 and ρ₂ = 0.079. The spectrum of the Gaussian field has the same form as α(k). Because ρ₁ is negative and larger in magnitude than ρ₂, the argument used above again places the minimum at k = 0. Its value there is 1 + 12ρ₁ + 6ρ₂ ≈ 0.20. This is positive, so the Gaussian field exists, and with it an arrangement of A and B that has the stated parameters. The construction does not say which interactions would produce it in equilibrium.

**(d) Interdiffusion**

Assume that vacancies stay in local equilibrium and that each species is driven by its own chemical potential gradient alone. In the frame of the lattice, with fluxes divided by the number of sites per volume,

J_B = −(D_B* c/kT) ∂μ_B/∂x,

J_A = −(D_A*(1 − c)/kT) ∂μ_A/∂x,

where D_A* and D_B* are tracer diffusivities. Equation (4) gives c ∂μ_B/∂x = kTΦ ∂c/∂x, and the Gibbs-Duhem relation gives (1 − c)∂μ_A/∂x = −kTΦ ∂c/∂x. Hence

J_B = −D_B*Φ ∂c/∂x,

J_A = +D_A*Φ ∂c/∂x.

The two fluxes do not cancel, so the lattice drifts with velocity −(J_A + J_B) relative to a frame with no net flow of atoms. In that frame the flux of B is

J_B − c(J_A + J_B) = (1 − c)J_B − cJ_A = −[(1 − c)D_B* + cD_A*]Φ ∂c/∂x.

The interdiffusion coefficient is therefore given by Darken's relation,

D̃ = [(1 − c)D_B* + cD_A*]Φ.

The bracket is

0.80 × 1.0×10⁻¹¹ + 0.20 × 5.0×10⁻¹² = 9.0×10⁻¹² cm²/s,

and with Φ = 1.5625,

D̃ = 1.41×10⁻¹¹ cm²/s.

For t = 100 h = 3.6×10⁵ s, taking D̃ as constant over the diffusion zone, the length √(D̃t) is 2.25×10⁻³ cm, or 22.5 μm. With the same tracer diffusivities and Φ = 1 it would be 18.0 μm. The thermodynamic factor raises the diffusivity by 56% and the length by 25%, since the length contains its square root.

The temperature and diffusivities are rough values chosen for a nickel-rich Ni-Cr alloy with 20 at.% Cr, where B is Cr. The short-range order is a round model set, not a measurement on that alloy, so neither its Φ nor its scattering maximum at X should be read as a property of Ni-Cr. Of the assumptions examined in part (e), the one that can matter most is that the order vanishes beyond the second shell; how much it matters depends on distant parameters that are not known here. Another concern is temperature: if the parameters were obtained after annealing at a lower temperature, they describe the order there, and their Φ should not be carried to 1273 K without correction.

**(e) How firm is the value?**

A small change δΣ of the sum changes the factor by δΦ/Φ ≈ −Φ δΣ. Each α_R enters multiplied by the number of sites in its shell, so small distant parameters matter.

*Third shell.* The vectors (±2, ±1, ±1) and permutations number 24. A parameter of +0.005, a tenth of |α₁|, adds 0.12 to the sum and gives Φ = 1.32. A parameter of −0.005 gives Φ = 1.92. Neglecting this shell can therefore matter more than any other effect estimated here. The size 0.005 is a trial value; the two-shell interaction model below gives a smaller α₃ and a net change of only about 3%.

*Errors in the given parameters.* If α₁ and α₂ are both wrong by 0.002 in the same direction, the sum changes by 18 × 0.002 = 0.036. Φ then lies between 1.48 and 1.66.

*A tail of correlations.* Interactions of two-shell range do not in general give correlations of two-shell range, because sites further apart are linked through intermediate ones. For an estimate, treat composition waves as independent Gaussian variables with an energy quadratic in their amplitudes. The mean square amplitude is then inversely proportional to the stiffness, so

α(k) = 1/[A + 4v₁q + v₂(4s − 6)],

where v₁ and v₂ describe the interactions of the two shells. The three constants are fixed by α₀ = 1, α₁ = −0.05 and α₂ = 0.04, solved numerically on a 24 × 24 × 24 mesh of wavevectors. The sum becomes 0.657 and Φ = 1.52, about 3% below the truncated result.

The tail is not negligible shell by shell. This model gives α₃ = 0.0016 and α₄ = 0.0051, and with 24 and 12 sites these shells add 0.037 and 0.061. The total rises by 0.017, so the shells beyond the fourth must contribute about −0.08. Stopping such a sum after the fourth shell would be worse than stopping after the second. This cancellation belongs to the model and cannot be assumed for a real alloy.

*Coherency strain.* If planar composition waves remain coherent with the surrounding crystal, a deviation δc produces a misfit ηδc, with η = d ln a/dc, which must be removed by elastic strain in the two directions of the plane. In an isotropic solid that is free to relax along the normal, the stress in each direction is Yηδc, with Y = E_Y/(1 − ν), where E_Y is Young's modulus and ν is Poisson's ratio. Half of stress times strain, summed over both directions, is Y(ηδc)² per volume. With Ω = a³/4 the volume per site, the second derivative with respect to δc is 2η²YΩ, and

ΔΦ = 2η²YΩ c(1 − c)/kT.

The rough values η = 0.03, E_Y = 150 GPa, ν = 0.30 and a = 0.36 nm give Y = 214 GPa. With kT = 0.110 eV, ΔΦ = 0.04, or about 3% of Φ. Nickel is far from isotropic, so the term depends on the direction of the wave: with the room-temperature elastic constants of nickel it is about 0.04 along a cube axis and nearly twice that along a body diagonal. The term applies to a coherent modulation. It is absent for a uniform change of composition, in which the whole crystal dilates freely, and where dislocations have relaxed the misfit. Its sign as a correction depends on the origin of the α_R. If they come from a model without misfit, it is added to obtain the factor of a coherent wave. In a real crystal with misfit the local fluctuations are themselves coherent, so a sum of α_R over a finite range of shells already contains the term, averaged over directions, whether the α_R come from scattering or from pair counts. The stress-free factor of equation (4) is then lower than 1/Σα_R by about ΔΦ, here about 1.5 instead of 1.56.

*Coupling through vacancies.* The fluxes in part (d) omit the coupling between species that exchange places with the same vacancies. Manning's expression for a random alloy, quoted here without derivation, multiplies D̃ by

1 + [(1 − f₀)/f₀] c(1 − c)(D_B* − D_A*)²/{[cD_B* + (1 − c)D_A*][cD_A* + (1 − c)D_B*]},

where f₀ = 0.7815 is the tracer correlation factor of a pure fcc crystal. The factor is 1.02 for these diffusivities. It changes D̃ and leaves Φ as it is. Since this alloy is not random, the 2% is an indication of size.

For the parameters as stated, in a crystal without misfit, Φ = 1.5625 follows without approximation from the sum. As a value for a real alloy it is no better than the knowledge of the distant shells: an uncertainty of 0.005 in the third alone leaves Φ anywhere from about 1.3 to 1.9.
